\section*{Interface Charges and Imprint in a Symmetric Ferroelectric Capacitor}

\section*{Problem}

A capacitor consists, from left to right, of a metal electrode, a dielectric layer, a ferroelectric film, a second dielectric layer identical to the first, and a second electrode of the same metal. Each dielectric has thickness $d$ and relative permittivity $\varepsilon_d$. The ferroelectric has thickness $t$, background relative permittivity $\varepsilon_f$ and uniform polarization $P$. Fixed sheet charges $\sigma_1$ and $\sigma_2$ (charge per area) lie at its left and right interfaces.

Fields, displacements and $P$ are positive when they point to the right. The voltage is $V=\phi_{\rm left}-\phi_{\rm right}$. All layers are laterally uniform, the dielectrics are linear and insulating, and the electrodes are ideal conductors.

\begin{enumerate}
\item[(a)] Find the field $E_F$ in the ferroelectric at voltage $V$, and then for the shorted stack.
\item[(b)] Call the part of the shorted field that does not depend on $P$ the bias. Show that equal interface charges give no bias and that the contributions of opposite charges add. What fields remain when the charges are equal?
\item[(c)] How do the charges displace the hysteresis loop along the voltage axis? Which polarization state do they favour?
\item[(d)] Evaluate the results for $t=10$ nm, $d=1$ nm, $\varepsilon_f=30$, $\varepsilon_d=40$, $P=\pm12\ \mu$C/cm$^2$ and sheet charges of magnitude $3\ \mu$C/cm$^2$. Compare the fields with a coercive field of 1.2 MV/cm.
\item[(e)] What happens to the cancellation if the dielectrics differ? Which neglected effects matter for the numbers in (d)?
\end{enumerate}

\section*{Solution}

\subsection*{(a) Field in the ferroelectric}

Let $D_1$, $D_F$ and $D_2$ be the displacements in the three layers. Gauss's law at the two interfaces reads
\begin{equation}
D_F-D_1=\sigma_1,\qquad D_2-D_F=\sigma_2 ,
\end{equation}
where
\begin{equation}
D_F=\varepsilon_0\varepsilon_fE_F+P .
\end{equation}
The charge bound to the polarization is already contained in $D_F$, so $\sigma_1$ and $\sigma_2$ are the additional charges alone. The dielectric fields are
\begin{equation}
E_1=\frac{D_F-\sigma_1}{\varepsilon_0\varepsilon_d},\qquad
E_2=\frac{D_F+\sigma_2}{\varepsilon_0\varepsilon_d}.
\label{eq:dielectric}
\end{equation}
Since $V=\int E\,dx$ from left to right,
\begin{equation}
V=dE_1+tE_F+dE_2
=\frac{d}{\varepsilon_0\varepsilon_d}\left(2D_F-\sigma_1+\sigma_2\right)+tE_F .
\end{equation}
Inserting $D_F$ and collecting the terms in $E_F$ gives
\begin{equation}
E_F\left(t+\frac{2\varepsilon_fd}{\varepsilon_d}\right)
=V+\frac{d}{\varepsilon_0\varepsilon_d}\left(\sigma_1-\sigma_2-2P\right).
\label{eq:driven}
\end{equation}
For the shorted stack, $V=0$. Multiplying by $\varepsilon_d$ and dividing by the bracket,
\begin{equation}
E_F=\frac{\left[(\sigma_1-\sigma_2)-2P\right]d}
{\varepsilon_0(\varepsilon_dt+2\varepsilon_fd)} .
\label{eq:short}
\end{equation}

\subsection*{(b) Equal and opposite charges}

The bias is the part of (\ref{eq:short}) without $P$:
\begin{equation}
E_b=\frac{(\sigma_1-\sigma_2)d}{\varepsilon_0(\varepsilon_dt+2\varepsilon_fd)} .
\end{equation}
A single sheet $\sigma$ on the left gives
\begin{equation}
E_{\rm one}=\frac{\sigma d}{\varepsilon_0(\varepsilon_dt+2\varepsilon_fd)} ,
\end{equation}
and the same sheet on the right gives $-E_{\rm one}$. Hence
\begin{align}
\sigma_1=\sigma_2=\sigma:&\quad E_b=E_{\rm one}-E_{\rm one}=0,\\
\sigma_1=-\sigma_2=\sigma:&\quad E_b=E_{\rm one}+E_{\rm one}=2E_{\rm one}.
\end{align}

The first result also follows from symmetry. At $P=0$, a mirror reflection about the middle of the film leaves the stack with equal charges unchanged but reverses $E_F$. The field must equal its own negative, so it is zero.

Equal charges do not make the other fields vanish. The depolarization field
\begin{equation}
E_{\rm dep}=-\frac{2Pd}{\varepsilon_0(\varepsilon_dt+2\varepsilon_fd)}
\end{equation}
remains whenever $P\neq0$. Even at $P=0$, where $D_F=0$, equation (\ref{eq:dielectric}) gives $E_1=-\sigma/(\varepsilon_0\varepsilon_d)$ and $E_2=+\sigma/(\varepsilon_0\varepsilon_d)$. All the flux of each sheet goes to its nearer electrode, and the two voltage drops cancel. The ferroelectric feels nothing, while both dielectrics are under stress.

\subsection*{(c) Loop shift and favoured state}

In (\ref{eq:driven}) the voltage and the charges appear only in the combination
\begin{equation}
V_{\rm eff}=V+\frac{(\sigma_1-\sigma_2)d}{\varepsilon_0\varepsilon_d}.
\end{equation}
The ferroelectric responds to $E_F$, whatever its particular hysteresis law. If an uncharged stack switches at $V=V_c$, the charged stack therefore switches when $V_{\rm eff}=V_c$. For fixed charges and sweeps that saturate the film at both ends, every point of the loop is displaced by
\begin{equation}
V_{\rm shift}=-\frac{(\sigma_1-\sigma_2)d}{\varepsilon_0\varepsilon_d}.
\label{eq:shift}
\end{equation}
At given charges and dielectrics, the shift is independent of $t$ and $\varepsilon_f$. Equal charges give no shift.

A polarization $P>0$ has bound charge $-P$ at the left interface and $+P$ at the right. Charges that partly compensate it are positive on the left and negative on the right, which is the pattern $\sigma_1=-\sigma_2=\sigma>0$. The shorted fields in the two states $\pm P$ are then
\begin{equation}
E_F(+P)=-\frac{2(P-\sigma)d}{\varepsilon_0(\varepsilon_dt+2\varepsilon_fd)},\qquad
E_F(-P)=+\frac{2(P+\sigma)d}{\varepsilon_0(\varepsilon_dt+2\varepsilon_fd)} .
\end{equation}
For $\sigma<P$ both fields oppose the polarization, but the compensated state $+P$ suffers the weaker one. Full compensation, $\sigma=P$, removes its field altogether. If the charges stay in place when the film is switched, they weaken the retention of the reversed state. This preference for one state is imprint.

\subsection*{(d) Numbers}

With 1 $\mu$C/cm$^2$ = 0.01 C/m$^2$ and 1 MV/cm = $10^8$ V/m, the common length is
\begin{equation}
\varepsilon_dt+2\varepsilon_fd=40(10\ {\rm nm})+2(30)(1\ {\rm nm})=460\ {\rm nm}.
\end{equation}
One sheet gives
\begin{equation}
E_{\rm one}=\frac{(0.03)(10^{-9})}{(8.854\times10^{-12})(460\times10^{-9})}\ {\rm V/m}
=0.074\ {\rm MV/cm}.
\end{equation}
Opposite sheets give $E_b=0.147$ MV/cm and equal sheets give zero. The depolarization field for $+P$ is larger than the one-sheet bias by the factor $2P/\sigma=8$ and has the opposite sign: $E_{\rm dep}=-0.589$ MV/cm.

The dielectric fields follow from (\ref{eq:dielectric}). For equal positive charges and $+P$, the background term $\varepsilon_0\varepsilon_fE_F$ is $-1.57\ \mu$C/cm$^2$, so $D_F=10.43\ \mu$C/cm$^2$. Subtracting 3 on the left and adding 3 on the right gives $D_1=7.43$ and $D_2=13.43\ \mu$C/cm$^2$. Division by $\varepsilon_0\varepsilon_d$ yields the first row below. All fields are in MV/cm, and $\sigma_1=+3\ \mu$C/cm$^2$ throughout.

\begin{center}
\begin{tabular}{lrrr}
Case & $E_1$ & $E_F$ & $E_2$\\
equal, $+P$ & 2.10 & $-0.59$ & 3.79\\
equal, $-P$ & $-3.79$ & 0.59 & $-2.10$\\
opposite, $+P$ & 2.21 & $-0.44$ & 2.21\\
opposite, $-P$ & $-3.68$ & 0.74 & $-3.68$
\end{tabular}
\end{center}

With equal charges the two states carry ferroelectric fields of the same size. With opposite charges the field against $-P$ is 0.74 MV/cm, compared with 0.44 MV/cm against $+P$. Both lie below 1.2 MV/cm, but the margin of the reversed state is smaller. These values hold $|P|$ fixed; they do not by themselves give a retention time.

For opposite charges the loop shift is
\begin{equation}
V_{\rm shift}=-\frac{2(0.03)(10^{-9})}{(8.854\times10^{-12})(40)}\ {\rm V}=-0.169\ {\rm V}.
\end{equation}
This was tested on computed loops in which $P$ is free to change according to $E_F=aP+bP^3$, with $a<0$ and $b>0$ chosen to give a polarization of $12\ \mu$C/cm$^2$ at $E_F=0$ and a coercive field of 1.2 MV/cm. Without charge, the stack switches at $\pm1.008$ V. Equal charges leave both values unchanged. Opposite charges move them to 0.840 V and $-1.178$ V, which agrees with the predicted shift within the voltage step of 0.002 V.

\subsection*{(e) Limits of the result}

\paragraph{Unequal dielectrics.} Let $s_i=d_i/\varepsilon_i$ for layer $i$. The voltage condition of the shorted stack becomes
\begin{equation}
\frac{s_1(D_F-\sigma_1)}{\varepsilon_0}+tE_F+\frac{s_2(D_F+\sigma_2)}{\varepsilon_0}=0 .
\end{equation}
Inserting $D_F=\varepsilon_0\varepsilon_fE_F+P$ and solving as before,
\begin{equation}
E_F=\frac{\sigma_1s_1-\sigma_2s_2-P(s_1+s_2)}
{\varepsilon_0\left[t+\varepsilon_f(s_1+s_2)\right]} .
\end{equation}
The bias now vanishes when $\sigma_1s_1=\sigma_2s_2$, not when the charges are equal. If the right layer is 10\% thicker, equal charges leave a bias of $-0.007$ MV/cm, about a tenth of the one-sheet value.

\paragraph{Electrode screening.} In a real metal the field decays over a screening length $\lambda$. With linear screening and core permittivity $\varepsilon_m$, a surface displacement $D$ produces the voltage drop
\begin{equation}
\int_0^\infty\frac{D}{\varepsilon_0\varepsilon_m}e^{-x/\lambda}\,dx
=\frac{\lambda D}{\varepsilon_0\varepsilon_m}.
\end{equation}
Each electrode thus adds $\lambda/\varepsilon_m$ to $d/\varepsilon_d$. For free electrons of density $n$ and Fermi energy $\epsilon_F$, the density of states at the Fermi level is $g=3n/(2\epsilon_F)$, and linear screening gives $\lambda=\sqrt{\varepsilon_0\varepsilon_m/(e^2g)}$. The rough inputs $n=5\times10^{22}$ cm$^{-3}$ and $\varepsilon_m=10$ give $\lambda=0.19$ nm, so 0.019 nm is to be added to 0.025 nm. The opposite-charge bias rises by 60\%, to 0.24 MV/cm, and at fixed $|P|$ the field against $-P$ reaches about 1.2 MV/cm, comparable with the coercive field. This does not mean that the state is lost: if $P$ follows the law used in (d), it relaxes to $-9.3\ \mu$C/cm$^2$, the field is 0.97 MV/cm and the reversed state remains a local minimum as long as the polarization stays uniform. A real film may still lose it at this field by forming domains or by slow back-switching. The loop shift is proportional to $d/\varepsilon_d+\lambda/\varepsilon_m$ and grows from $-0.169$ V to $-0.30$ V. Equal charges still cancel, because the stack remains symmetric.

\paragraph{Position of the charge.} Suppose that the opposite sheets lie at depth $w$ inside the ferroelectric, and let $D$ be the displacement between them at $P=0$. Outside them it is $D-\sigma$, so
\begin{equation}
\frac{2(D-\sigma)}{\varepsilon_0}\left(\frac{d}{\varepsilon_d}+\frac{w}{\varepsilon_f}\right)
+\frac{(t-2w)D}{\varepsilon_0\varepsilon_f}=0 .
\end{equation}
The terms $\pm2wD/(\varepsilon_0\varepsilon_f)$ cancel. With $D=\varepsilon_0\varepsilon_fE_F$, the field between the sheets is
\begin{equation}
E_F=\frac{2\sigma\,(d/\varepsilon_d+w/\varepsilon_f)}
{\varepsilon_0\,(t+2\varepsilon_fd/\varepsilon_d)} .
\end{equation}
A depth of 0.25 nm raises the field between the sheets by 33\%, to 0.20 MV/cm. The thin parts of the film outside the sheets carry an opposite field of $-0.93$ MV/cm, however, so the average over the whole film falls slightly, from 0.147 to 0.140 MV/cm. For a polarization that stays uniform, this average is what counts. Uniformity is an assumption here: with $P=+12\ \mu$C/cm$^2$ the outer parts carry $-1.52$ MV/cm, beyond the coercive field.

\paragraph{Comparison with a real capacitor.} The parameters are rough values for a hafnium zirconium oxide film between titanium nitride electrodes, with thin layers resembling titanium dioxide at the interfaces. The value $\varepsilon_f=30$ is close to the total permittivity of such films. Used as a background together with the law in (d), it gives a small-signal permittivity of about 52 at remanence, so the results with relaxed $P$ are illustrative only. In real devices the two interfaces are formed differently and need not match, and any work-function difference between the electrodes adds its own voltage offset. The assumption of insulating layers with fixed charge is doubtful at these fields. The largest dielectric field in the shorted stack, 3.8 MV/cm at fixed $|P|$, exceeds a rough thick-film breakdown field of 3 MV/cm, and the field is higher still near the ends of a driven loop. Across 1 nm this field amounts to only 0.38 V, so the comparison does not by itself predict breakdown, but a layer this thin leaks by tunnelling. For an electron held out of equilibrium, the tunnelling probability through the dielectric falls as $e^{-2\kappa d}$, where $\kappa=\sqrt{2m_eU}/\hbar$ and $U$ is the height of the barrier above the electron's energy. With $U=1$ eV, $\kappa=5.1$ nm$^{-1}$, and an attempt time of $10^{-13}$ s multiplied by $e^{2\kappa d}$ gives an escape time of about 3 ns. Even $U=3$ eV gives only about 5 $\mu$s. These times use the free-electron mass and depend exponentially on it: at $U=3$ eV a tunnelling mass of $0.4m_e$ gives about 8 ns and $4m_e$ gives about 260 s, while ten years would need about $8m_e$. Unless a trap exchanges electrons much more slowly than this simple estimate, for example because the lattice relaxes around the charge, lasting charge must be ionic or sit in levels that stay on one side of the electrode's Fermi level. For opposite charges, reversing $P$ at fixed $|P|$ moves the interface potential by 0.59 V, far more than $k_BT/e=0.031$ V at 358 K, so levels within that range can change their occupation.

Such recharging can remove the shift altogether. Suppose that the charge is frozen during each switching event but afterwards rearranges to compensate the new state. Before switching up from $-P$, $\sigma_1-\sigma_2=-2\sigma$, and by (\ref{eq:shift}) the threshold rises by 0.169 V. Before switching down from $+P$, the sign is reversed and the negative threshold moves down by 0.169 V. The loop widens and its centre stays at zero. If the charge rearranges unequally in the two states, the centre moves by the mean of the two threshold displacements. A measured shift therefore does not by itself show that the charge is fixed.

\section*{Table of computed values}
\begin{verbatim}
ferroelectric: t = 10.0 nm, eps_f = 30
each dielectric: d = 1.0 nm, eps_d = 40
polarization P = 12.0 uC/cm2, sheet charge = 3.0 uC/cm2
rough coercive field = 1.20 MV/cm
eps_d t + 2 eps_f d = 460.0 nm
bias, one sheet (left, positive) = 0.0737 MV/cm
bias, opposite sheets (+ left, - right) = 0.1473 MV/cm
bias, equal sheets, Poisson = 0.0000 MV/cm
depolarization field for +P = -0.5893 MV/cm
P=0, equal sheets: dielectric fields = -0.847, 0.847 MV/cm
fields left dielectric / ferroelectric / right dielectric, shorted:
  equal, P = +12 uC/cm2: 2.099 / -0.589 / 3.793 MV/cm
  equal, P = -12 uC/cm2: -3.793 / 0.589 / -2.099 MV/cm
  opposite, P = +12 uC/cm2: 2.210 / -0.442 / 2.210 MV/cm
  opposite, P = -12 uC/cm2: -3.683 / 0.737 / -3.683 MV/cm
predicted loop shift, opposite sheets = -0.1694 V
voltage step of the computed loops = 0.002 V
  loop, no charge: switches up at 1.008 V, down at -1.008 V, centre 0.000 V
  loop, equal: switches up at 1.008 V, down at -1.008 V, centre 0.000 V
  loop, opposite: switches up at 0.840 V, down at -1.178 V, centre -0.169 V
neglected effects (rough inputs):
metal: density = 5.0e+22 cm-3, core permittivity = 10
screening length = 0.191 nm
d/eps_d = 0.0250 nm, screening length/permittivity = 0.0191 nm
opposite-sheet bias with screening = 0.236 MV/cm (60 % more)
field on reversed state (-P) with screening = 1.181 MV/cm
opposite-sheet bias, charge 0.25 nm deep = 0.196 MV/cm (33 % more)
equal-sheet bias, right layer 10 % thicker = -0.0073 MV/cm
largest dielectric field = 3.79 MV/cm, rough breakdown field = 3 MV/cm
largest voltage across one dielectric = 0.379 V
tunnelling: barrier = 1.0 eV, free-electron mass, attempt time = 1e-13 s
decay constant = 5.12 nm-1, escape time = 2.8e-09 s
interface potential swing on reversal of P = 0.589 V
kT/e at 358 K = 0.0309 V
elementary charges = 1.87e+13 cm-2, mean spacing = 2.31 nm
\end{verbatim}
